Kohn's theorem for interacting electrons coupled to a uniform cavity mode

**Result**

Consider N electrons in a parabolic dot and a uniform magnetic field, coupled to a cavity mode whose vector potential is uniform across the dot. Their energies are

E = E_int + Σ_j Ω_j (n_j + ½),  n_j = 0, 1, 2, …

The internal energies E_int contain the electron repulsion but depend neither on the cavity frequency ω_c nor on the coupling λ. The three polariton frequencies Ω_j contain no repulsion and solve

(Ω² − ω_c²)[(Ω² − ω0²)² − B²Ω²] = Nλ²Ω²(Ω² − ω0²).  (1)

What stays unchanged is thus the internal spectrum. Total energies do move with λ, through the polariton quanta and their zero-point energy.

**Model and conventions**

Set ħ = m = |e| = 1 and measure energies in a model unit E0. The electrons move in the xy plane, the dot frequency is ω0 > 0, and B is the cyclotron frequency of the perpendicular field. The mode has coordinate q and momentum p_q, with [q, p_q] = i, and vector potential λq along x. Define

π_i = p_i + (B/2)(−y_i, x_i),  u_i = π_i + λq e_x.

Here u_i is the velocity of electron i, and the plus signs reflect its negative charge. The Hamiltonian is

H = ½Σ_i u_i² + ½ω0²Σ_i r_i² + V + ½(p_q² + ω_c²q²),  V = Σ_{i<j} v(r_i − r_j).  (2)

Expanding u_i² produces the diamagnetic term Nλ²q²/2, which is kept. A uniform Zeeman term would commute with H and is left out.

Both derivations use the collective variables

X = Σx_i/√N,  P_X = Σp_ix/√N,

and likewise Y and P_Y. The factor 1/√N makes them canonical: [X, P_X] = (1/N)Σ_i i = i. With g = √N λ, the collective velocities Σu_i/√N are

U_x = P_X − BY/2 + gq,  U_y = P_Y + BX/2.

The field term is gq because Σ_i λq/√N = √N λq.

**First derivation: separating the Hamiltonian**

For mutually commuting a_1, …, a_N,

Σ_{i<j}(a_i − a_j)² = (N − 1)Σa_i² − 2Σ_{i<j}a_i a_j = NΣa_i² − (Σa_i)²,

and therefore

Σa_i² = (Σa_i)²/N + (1/N)Σ_{i<j}(a_i − a_j)².

This may be applied to each Cartesian component of r_i and of u_i, since the same component for different electrons commutes. In the differences the uniform field cancels: u_i − u_j = π_i − π_j. Hence H = K + H_int, with

K = ½[U_x² + U_y² + ω0²(X² + Y²) + p_q² + ω_c²q²],  (3)

H_int = (1/2N)Σ_{i<j}[(π_i − π_j)² + ω0²(r_i − r_j)²] + V.  (4)

Neither λ nor ω_c appears in H_int. It also commutes with every collective variable. Because the vector potential of the magnetic field is linear in position,

π_i − π_j = p_i − p_j + (B/2)(−(y_i − y_j), x_i − x_j),

so H_int is built from differences alone. Differences of positions commute with the total momentum, since −i + i = 0. Differences of momenta commute with the centre of mass for the same reason. Eigenstates can therefore be chosen as products of a collective state and an internal state.

Antisymmetry does not spoil this. Exchanging electrons leaves X, Y and q unchanged, so the exclusion principle restricts only the internal and spin factor, exactly as it does without a cavity.

It remains to diagonalize K. Collect ξ = (X, Y, q, P_X, P_Y, p_q) and write

K = ½ξᵀMξ,  [ξ_a, ξ_b] = iJ_ab,

where M is real and symmetric and J is the antisymmetric matrix of the canonical commutators. K is a sum of squares that vanishes only when X, Y, q, p_q, U_x and U_y all vanish, which forces P_X = P_Y = 0 too. Hence M is positive definite and has a positive square root.

The real antisymmetric matrix M^½ J M^½ is invertible. A real orthogonal matrix O brings it to blocks in which each of three pairs has entries +Ω_j and −Ω_j, with Ω_j > 0. Let D be the diagonal matrix carrying each Ω_j twice, and define

ζ = D^(−½) Oᵀ M^½ ξ.

The commutators of ζ are i D^(−½)Oᵀ(M^½ J M^½)O D^(−½), which are those of three canonical pairs (Q_j, P_j). Inverting the definition gives

K = ½ζᵀDζ = ½Σ_jΩ_j(Q_j² + P_j²).

These are three oscillators with energies Ω_j(n_j + ½).

To find the Ω_j, note that M^½ J M^½ has the same eigenvalues ±iΩ_j as JM, the matrix in the equations of motion dξ/dt = JMξ. From K these equations are

dX/dt = U_x,  dP_X/dt = −(B/2)U_y − ω0²X,

dY/dt = U_y,  dP_Y/dt = (B/2)U_x − ω0²Y,

dq/dt = p_q,  dp_q/dt = −ω_c²q − gU_x.  (5)

Differentiating U_x and U_y and inserting (5) gives

d²X/dt² = −ω0²X − B dY/dt + g dq/dt,

d²Y/dt² = −ω0²Y + B dX/dt,

d²q/dt² = −ω_c²q − g dX/dt.

For time dependence exp(−iΩt), put a = Ω² − ω0² and c = Ω² − ω_c². Then

aX + iΩBY − iΩgq = 0,

−iΩBX + aY = 0,

iΩgX + cq = 0.

The determinant must vanish:

a²c − B²Ω²c − g²Ω²a = 0.

With g² = Nλ² this is equation (1), and the first derivation is complete.

**Second derivation: ladder operators of the full Hamiltonian**

Now start again from (2), without splitting the kinetic energy, and ask how the collective variables move under the full H. An operator evolves as dA/dt = i[H, A]. For one electron, x_i enters the kinetic energy only through u_iy, with coefficient B/2. Since [x_i, p_ix] = i,

dp_ix/dt = i·u_iy·(B/2)·i − ω0²x_i − ∂V/∂x_i = −(B/2)u_iy − ω0²x_i − ∂V/∂x_i.

Similarly, y_i enters u_ix with coefficient −B/2, so

dp_iy/dt = (B/2)u_ix − ω0²y_i − ∂V/∂y_i.

Sum over the electrons and divide by √N. The internal forces cancel, because V does not change when all electrons are displaced together: Σ_i∂V/∂x_i = 0 and Σ_i∂V/∂y_i = 0. For the mode,

dp_q/dt = −ω_c²q − λΣu_ix = −ω_c²q − gU_x.

The equations for X, Y and q follow from the definitions of the velocities. The result is the closed set (5), now obtained for the interacting system as a whole.

Let K be the quadratic form (3), introduced here simply as a form that generates (5), and let W = H − K. Since H and K give every ξ_a the same time derivative, [W, ξ_a] = 0. Thus W acts only on the internal variables. Its independence of the cavity follows without knowing its form:

∂W/∂λ = qΣu_ix − √N qU_x = 0,

∂W/∂ω_c = ω_cq² − ω_cq² = 0.

The eigenvalues of W are the E_int.

Next construct the quanta. In matrix form (5) reads dξ/dt = JMξ with M positive definite. Since JM = M^(−½)(M^½ J M^½)M^½ is similar to an invertible real antisymmetric matrix, it is diagonalizable with eigenvalues ±iΩ_j, Ω_j > 0, which are the roots of (1). Three independent left eigenvectors therefore belong to the eigenvalues −iΩ_j. Take such a row vector cᵀ, with cᵀJM = −iΩcᵀ and Ω > 0, and set b = cᵀξ. Then db/dt = −iΩb, or

[H, b] = −Ωb,  [H, b†] = Ωb†.

So b† raises an energy of the full interacting system by Ω. The eigenvalue equation also gives cᵀJ = −iΩcᵀM⁻¹, and hence

[b, b†] = i cᵀJc* = Ω cᵀM⁻¹c* > 0,

which can be scaled to 1. For two such vectors the commutator [b_j, b_k†] equals Ω_j c_jᵀM⁻¹c_k*. Letting J act to the right instead gives Ω_k c_jᵀM⁻¹c_k*. It therefore vanishes for Ω_j ≠ Ω_k, and for equal frequencies the vectors can be chosen orthogonal with respect to M⁻¹. In the same way [b_j, b_k] equals both Ω_j c_jᵀM⁻¹c_k and −Ω_k c_jᵀM⁻¹c_k, so it vanishes.

Finally, compare K with ½Σ_jΩ_j(b_j†b_j + b_jb_j†). Both have the same commutators with all b_j and b_j†, and these six operators span the ξ_a. The difference is a symmetrized quadratic form ½ξᵀLξ that commutes with every ξ_a. That requires JLξ = 0, so L = 0 because J is invertible. Therefore

H = W + Σ_jΩ_j(b_j†b_j + ½),

which is the stated spectrum.

**What light can excite**

The x component of the total dipole is, up to sign, Σx_i = √N X, which is linear in b_j and b_j†. The same holds for the y component, with Y in place of X. Acting on a state without polaritons, it creates one polariton and leaves the internal state alone. A uniform probe therefore does not see the internal levels in this model.

The strengths obey a sum rule. From [H, Σx_i] = −iΣu_ix and [Σx_i, −iΣu_ix] = N,

Σ_f (E_f − E_0)|⟨f|Σx_i|0⟩|² = ½⟨[Σx_i, [H, Σx_i]]⟩ = N/2.

**Worked example: two electrons in a planar dot**

Take ω0 = 1, B = 0.5, ω_c = 1.2 and λ = 0.3, all in E0. The repulsion is v(r) = V0 exp(−r²/2s²) with V0 = 2 E0 and s = 2 length units. This smooth model is not the Coulomb interaction, though the proof covers both.

Without coupling, (1) gives Ω² − ω0² = ±BΩ for the centre of mass, so

Ω = √(ω0² + B²/4) ± B/2 = 1.2808 and 0.7808 E0.

With Nλ² = 2 × 0.09 = 0.18, the numerical roots of (1) are

Ω = 0.7502, 1.1111 and 1.4397 E0.

At Ω = 0 equation (1) fixes the product of the roots as ω_cω0² = 1.2 E0³. In the dot, no polariton can soften to zero at finite coupling. The zero-point energy rises from ½(0.7808 + 1.2808 + 1.2) = 1.6308 to ½(0.7502 + 1.1111 + 1.4397) = 1.6505 E0, a shift of 0.0197 E0.

For the internal problem put r = r_1 − r_2 and p = (p_1 − p_2)/2. Then π_1 − π_2 = 2p + (B/2)(−y, x), and (4) becomes

H_int = p² + (B/2)l_z + ¼(ω0² + B²/4)r² + v(r).

Exchange sends r to −r and multiplies a state of angular momentum m by (−1)^m, so even m belongs to the singlet and odd m to the triplet. Expansion in radial oscillator functions gives the lowest singlet level 2.5792 E0 (m = 0), followed by 3.5687 E0 (m = −2). The lowest triplet level is 3.0350 E0 (m = −1).

The singlet ground energy should thus be 2.5792 + 1.6505 = 4.2297 E0. Diagonalizing (2) directly, in products of single-electron and photon oscillator states with at most nine quanta, also gives 4.2297 E0. The next singlet levels from that diagonalization can be read off as excitations:

- 4.9799 E0 lies 0.7502 higher: one quantum of the lowest polariton.
- 5.21915 E0 lies 0.98947 higher: the internal excitation 3.56867 − 2.57920.
- 5.3408 E0 lies 1.1111 higher: one quantum of the middle polariton.

The triplet–singlet gap is 3.0350 − 2.5792 = 0.4558 E0, and the full diagonalization gives the same value. From its eigenvectors, the three polaritons take the shares 0.378, 0.086 and 0.536 of the dipole sum rule. These add up to 1.000, leaving nothing for internal lines at this precision.

**Two limits**

For B = 0 the y motion decouples at Ω = ω0, and the other two frequencies satisfy

(Ω² − ω0²)(Ω² − ω_c²) = Nλ²Ω².

Their squares have the sum ω0² + ω_c² + Nλ² and the product ω0²ω_c², so

(Ω_+ + Ω_−)² = (ω0 + ω_c)² + Nλ².

For three electrons on a line, with the other parameters kept, this is 4.84 + 0.27 = 5.11. The zero-point shift is ½(2.2605 − 2.2) = 0.030 E0. The repulsion does not enter, but the number of electrons does.

For ω0 = 0, a pure magnetic field, the separation (3)–(4) still holds, but M is no longer positive definite. Equations (5) now conserve

C_1 = U_y − BX,  C_2 = U_x + BY − gq,

because the terms ±BU_x, ±BU_y and ±gp_q cancel in their time derivatives. Both commute with U_x, U_y, q and p_q, from which K is built, while [C_1, C_2] = −iB. They describe the guiding centre, which costs no energy and keeps the Landau degeneracy. The two remaining frequencies obey

(Ω² − ω_c²)(Ω² − B²) = Nλ²Ω².

Four electrons with B = 1 E0 have Ω = 0.8239 and 1.4564 E0.

**What each derivation assumes**

As written, both assume a uniform mode, harmonic confinement, a translation-invariant interaction, and equal charges and masses. They use these assumptions differently.

The first relies on an algebraic identity for sums of squares. In return it supplies H_int explicitly, which is needed to compute internal levels, and its separation holds unchanged at ω0 = 0.

The second works with the equations of motion, where the interaction drops out because the total internal force vanishes. It proves that the internal energies are independent of the cavity without finding H_int. Its ladder construction requires M to be positive definite, as does the diagonalization of K in the first derivation. At ω0 = 0 the guiding centre must therefore be set aside before the quanta are constructed in either way.

In neither derivation must V be a sum of pair terms. It is enough that V depends only on the electron positions and does not change when all electrons are displaced together.

The diamagnetic term plays a separate role. It is purely photonic, so the separation would survive its omission. But K would then contain ½(ω_c² − Nλ²)q² and would be unbounded below for Nλ² > ω_c².

**Where the result fails**

Add κΣx_i⁴ to the confinement of two electrons on a line. With X = (x_1 + x_2)/√2 and η = (x_1 − x_2)/√2,

x_1⁴ + x_2⁴ = ½(X⁴ + 6X²η² + η⁴).

The term 3κX²η² ties the internal motion to X, whose fluctuations depend on the cavity. For κ = 0.1 in model units, diagonalization in oscillator states gives a triplet–singlet gap of 0.8967 E0 at λ = 0 and 0.8955 E0 at λ = 0.3. For κ = 0 the gap is 0.6123 E0 in both cases.

A mode that varies across the dot also breaks the proof, since its vector potential no longer cancels in u_i − u_j. So do unequal charge-to-mass ratios: a uniform electric field then accelerates the particles differently and drives their relative motion.
